# Direction-dependent acceptor tails in a warped valence band, part 2

The tail of an acceptor state in a warped valence band decays as $e^{-\kappa(\mathbf n)r}$ at $\mathbf r=r\mathbf n$, with $\mathbf n$ a unit vector. The first half found $\kappa$ for a potential of finite range from the Green function. This half derives it from the wave equation and admits the acceptor's Coulomb field.

Hole energies are counted positive into the valence band, the level lies at $-E$ with $E>0$, and all energies are divided by $\hbar^2/m_0$. Repeated Cartesian indices are summed. $H(\mathbf k)$ is the four-band Luttinger Hamiltonian, quadratic in $\mathbf k$, with parameters $\gamma_1,\gamma_2,\gamma_3$; it acts on the spin-$3/2$ states $m$. Its light-hole eigenvalue, with projector $P$, is

$$
\lambda(\mathbf k)=\tfrac12\gamma_1k^2+w,\qquad w=\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)F},
\tag{1}
$$

where $F=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. The heavy-hole energy is $\tfrac12\gamma_1k^2-w$.

For real $\mathbf k,\mathbf q$ and any unit spinor $x$,

$$
\operatorname{Re}\,x^\dagger[H(\mathbf k+i\mathbf q)+E]x=x^\dagger H(\mathbf k)x+E-x^\dagger H(\mathbf q)x\ \ge\ E-\lambda(\mathbf q).
\tag{2}
$$

The contour of $G(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}\,[H(\mathbf k)+E]^{-1}$ can therefore be shifted throughout the tube $\lambda(\mathbf q)<E$, which gives

$$
\boxed{\ \kappa(\mathbf n)=\max\{\mathbf n\cdot\mathbf q:\ \lambda(\mathbf q)=E\}\ }
\tag{3}
$$

The surface is strictly convex. At its maximum point $\mathbf q^*$,

$$
\nabla\lambda(\mathbf q^*)=v\,\mathbf n,\qquad v=\frac{2E}{\kappa(\mathbf n)} .
\tag{4}
$$

The function $S_0=r\kappa(\mathbf n)$ has

$$
\nabla S_0=\mathbf q^*(\mathbf n).
\tag{8}
$$

On a crystal rotation axis, symmetry and convexity put $\mathbf q^*$ along $\mathbf n$. The radial rule $\mathbf k=iq\mathbf n$ gives $\kappa_{\rm rad}=[E/\lambda(\mathbf n)]^{1/2}\le\kappa$. For small tilt,

$$
\frac{\kappa}{\kappa_{\rm rad}}-1\approx\frac{\mathbf g\cdot\Lambda_\perp^{-1}\mathbf g}{4\lambda(\mathbf n)} .
\tag{6}
$$

Here $\mathbf g$ is the part of $\nabla\lambda(\mathbf n)$ perpendicular to $\mathbf n$, and $\Lambda_\perp$ is the transverse block of the Hessian of $\lambda$ at $\mathbf n$. With $\Lambda_\perp$ evaluated at $\mathbf q^*$ instead, the leading term is

$$
G(r\mathbf n)\approx\frac{P(\mathbf q^*)\,e^{-\kappa(\mathbf n)r}}{2\pi r\sqrt{\det\Lambda_\perp}} .
\tag{7}
$$

The strongly warped model has $(\gamma_1,\gamma_2,\gamma_3)=(10,1.5,4.5)$, $E=1$ and $\mathbf n\parallel[5\,2\,1]$, with $\kappa=0.36816$ and $\kappa_{\rm rad}=0.3501$.

### Rays of a decaying wave

A hole at distance $r$ from an ionized acceptor has the potential energy $-Z/r$, where

$$
Z=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\,\frac{m_0}{\hbar^2}
$$

is an inverse length and $\varepsilon_r$ is the static relative permittivity. The equation for the tail is

$$
\left[H(-i\nabla)+E-\frac Zr\right]\psi=0 .
\tag{9}
$$

Write $H(\mathbf k)=\tfrac12h_{ij}k_ik_j$, with constant Hermitian matrices $h_{ij}=h_{ji}$, and put $\psi=e^{-S}\mathbf a$ with a slowly varying spinor $\mathbf a$. Subscripts on $S$ denote spatial derivatives. Differentiating twice,

$$
\partial_i\partial_j\psi=e^{-S}\left[S_iS_j\mathbf a-S_i\partial_j\mathbf a-S_j\partial_i\mathbf a-S_{ij}\mathbf a+\partial_i\partial_j\mathbf a\right].
$$

Since $H(-i\nabla)=-\tfrac12h_{ij}\partial_i\partial_j$, equation (9) becomes

$$
[E-H(\nabla S)]\mathbf a+h_{ij}S_i\partial_j\mathbf a+\tfrac12h_{ij}S_{ij}\mathbf a-\frac Zr\mathbf a-\tfrac12h_{ij}\partial_i\partial_j\mathbf a=0 .
\tag{10}
$$

Far away $\nabla S$ tends to a constant along each ray, while derivatives of $\mathbf a$, second derivatives of $S$ and the Coulomb term are smaller by a factor of order $1/r$. At leading order $[E-H(\nabla S)]\mathbf a=0$. On the light-hole sheet this is

$$
\lambda(\nabla S)=E .
\tag{11}
$$

This first-order equation is solved by rays. With $\mathbf q=\nabla S$, differentiation of (11) gives $(\partial\lambda/\partial q_j)S_{ij}=0$: the gradient $\mathbf q$ does not change along the direction $\nabla\lambda(\mathbf q)$. The rays are therefore straight lines along $\nabla\lambda$. Rays that leave a small region around the acceptor and reach a distant point $r\mathbf n$ must run along $\mathbf n$, so $\nabla\lambda(\mathbf q)\parallel\mathbf n$. Along such a ray $S$ grows by $\mathbf q\cdot\mathbf n$ per unit length. The outward normal selects one point of the convex sheet, and

$$
S=\mathbf q^*\cdot\mathbf r=\kappa(\mathbf n)r .
$$

This is the rate (3), now obtained without a contour integral. The analogy with a real wave is close: a packet travels along its group velocity, not along its wavevector. Here the decaying wave reaches $\mathbf n$ along the normal to the surface, while its steepest decay is along $\mathbf q^*$. The radial rule confuses the two directions.

Equation (11) alone has other solutions. A plane exponential $e^{-\mathbf q\cdot\mathbf r}$ with any $\mathbf q$ on the sheet satisfies it too, but its rays are parallel and do not leave one centre. The localized source is thus an essential part of this derivation.

### The next order and the Coulomb power

Now set $S=S_0$ and $\mathbf a=\mathbf a_0+\mathbf a_1+\dots$, where $\mathbf a_0=P\mathbf a_0$ and $\mathbf a_1$ is smaller by about $1/r$. Multiply the next order of (10) from the left by $P$. The term with $\mathbf a_1$ drops out, because $P[E-H(\mathbf q^*)]=0$. Let subscripts on $H$, $P$ and $\lambda$ denote derivatives with respect to $\mathbf q$, so that $H_j=h_{ij}q_i$ and $H_{jk}=h_{jk}$. What remains is

$$
PH_j\,\partial_j\mathbf a_0+\tfrac12S_{jk}Ph_{jk}\mathbf a_0-\frac Zr\mathbf a_0=0 .
\tag{12}
$$

The spinor turns as $\mathbf n$ changes, and this has to be followed. From $\mathbf a_0=P\mathbf a_0$,

$$
\partial_j\mathbf a_0=P\,\partial_j\mathbf a_0+S_{jk}P_k\mathbf a_0 ,
$$

since $P$ depends on position through $\mathbf q=\nabla S_0$. Two identities are needed. The derivative of $HP=\lambda P$ is

$$
H_jP+HP_j=\lambda_jP+\lambda P_j .
$$

Multiplication by $P$ from the left cancels the terms with $\lambda PP_j$ and leaves $PH_jP=\lambda_jP$. A second derivative gives

$$
H_{jk}P+H_jP_k+H_kP_j+HP_{jk}=\lambda_{jk}P+\lambda_jP_k+\lambda_kP_j+\lambda P_{jk}.
$$

Multiply this by $P$ on both sides. The terms with $P_{jk}$ cancel. Also $PP_kP=0$, which follows from $P^2=P$: its derivative is $P_kP+PP_k=P_k$, and multiplying by $P$ on both sides gives $2PP_kP=PP_kP$. Hence

$$
Ph_{jk}P+PH_jP_kP+PH_kP_jP=\lambda_{jk}P .
$$

Contract with $\tfrac12S_{jk}$, which is symmetric, so that the two middle terms are equal:

$$
\tfrac12S_{jk}Ph_{jk}P+S_{jk}PH_jP_kP=\tfrac12S_{jk}\lambda_{jk}P .
$$

The left side contains precisely the terms in (12) that do not differentiate the amplitude within the doublet. Equation (12) reduces to

$$
\lambda_jP\,\partial_j\mathbf a_0+\tfrac12S_{jk}\lambda_{jk}\mathbf a_0-\frac Zr\mathbf a_0=0 .
\tag{13}
$$

Here $\lambda_j=vn_j$, so the first term is $v$ times a radial derivative. By the chain rule, $S_{jk}\lambda_{jk}$ is the spatial divergence of $\nabla\lambda(\mathbf q^*(\mathbf n))=v(\mathbf n)\mathbf n$. Since $v$ does not depend on $r$, this divergence is $2v/r$. Along a ray $P$ is constant, and (13) becomes

$$
v\,\frac{\partial\mathbf a_0}{\partial r}+\frac vr\mathbf a_0-\frac Zr\mathbf a_0=0,\qquad
\mathbf a_0=\mathbf C(\mathbf n)\,r^{\beta-1},\qquad \beta(\mathbf n)=\frac Zv=\frac{\kappa(\mathbf n)Z}{2E} .
$$

The asymptotic tail is therefore

$$
\boxed{\ \psi(r\mathbf n)\approx\mathbf C(\mathbf n)\,r^{\beta(\mathbf n)-1}e^{-\kappa(\mathbf n)r},\qquad P(\mathbf q^*)\mathbf C=\mathbf C\ }
\tag{14}
$$

The factor $r^{-1}$ is the spreading of the rays and agrees with (7). The factor $r^\beta$ is the effect of attraction. Its origin is visible in a local rate: replacing $E$ by $E-Z/r$ changes $\kappa\propto\sqrt E$ by $-\kappa Z/(2Er)$, whose integral over $r$ is $-\beta\ln r$. The Coulomb field does not alter the limiting exponential rate at given $E$. For hydrogen, with $\kappa=1$, $E=\tfrac12$ and $Z=1$, one finds $\beta=1$ and the familiar pure exponential.

Because $\beta$ depends on direction, transverse derivatives of $r^\beta$ produce logarithms. They do not enter (13), where the first derivative is radial. In the following order they give corrections of relative size up to $(\ln r)^2/r$.

The tail was inserted into the full matrix equation (9) for the strongly warped model of the first half, with $\mathbf n\parallel[5\,2\,1]$ and $Z=1.6E/\kappa$, hence $\beta=0.8$. The light-hole part of the residual, multiplied by $r$ and divided by $Z|\psi|$, was $0.0022$ at $\kappa r=10^3$ and $0.0004$ at $10^4$. Without the factor $r^\beta$ it was $1.00$ at $10^4$, as expected from an uncompensated term $-Z/r$.

### What each derivation assumes

Both derivations use a quadratic Hamiltonian, positive hole energies, separate light and heavy sheets away from $\mathbf k=0$, and a non-zero light-hole amplitude. They differ in what they take for granted about the state.

The Green-function route starts from a bound state and a potential of finite range. It proves that no part of $G$ decays more slowly than $\kappa$, and it fixes the angular prefactor. The choice of sheet and stationary point is a result of moving the contour. Its weakness is the long-range Coulomb potential: the source then has no edge beyond which (7) can be applied unchanged.

The ray route assumes that the tail has the form of one exponential times a smooth amplitude, with rays that leave the acceptor. In return it admits the Coulomb field and gives the power $\beta$. It cannot determine $\mathbf C(\mathbf n)$, which depends on the inner part of the wavefunction, nor does it prove by itself that the light-hole branch is excited. Where both apply, for $Z=0$ outside the core, they give the same rate, spinor space and factor $1/r$.

### A shallow acceptor in germanium

Take rough typical values for germanium: $\gamma_1,\gamma_2,\gamma_3=13.4,\,4.2,\,5.7$, $\varepsilon_r=16$ and a level at 11 meV. With $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$, the scaled energy is $E=0.011/0.0762=0.144\ \mathrm{nm^{-2}}$. On the symmetry axes (1) is elementary:

$$
\kappa_{100}=\sqrt{\frac{2E}{\gamma_1+2\gamma_2}},\qquad
\kappa_{111}=\sqrt{\frac{2E}{\gamma_1+2\gamma_3}},\qquad
\kappa_{110}=\sqrt{\frac{2E}{\gamma_1+\sqrt{\gamma_2^2+3\gamma_3^2}}} .
$$

The denominators for $[100]$ and $[111]$ are 21.8 and 24.8. The rates are $0.115$, $0.109$ and $0.108\ \mathrm{nm^{-1}}$ along $[100]$, $[110]$ and $[111]$, that is, amplitude decay lengths of 8.7, 9.1 and 9.3 nm. The rate along $[100]$ exceeds that along $[111]$ by 6.7%. At 50 nm the exponentials alone favour the density along $[111]$ by a factor

$$
e^{2(0.11508-0.10790)\,50}\approx2.05 .
$$

The last digits depend on the rounding of the parameters: the nearby set $13.38,\,4.24,\,5.69$ gives 6.4% and a factor of about 2.0. The factor is not the full density ratio, which also contains $\mathbf C(\mathbf n)$ and the Coulomb powers. Over a grid of directions the radial rule errs by at most 0.6% in $\kappa$, near $[0.905\ 0.317\ 0.285]$. Germanium thus shows the second-order smallness of (6), while the strongly warped model had an error of 5%.

With $e^2/(4\pi\varepsilon_0)=1.44\ \mathrm{eV\,nm}$, one has $Z=1.44/(16\times0.0762)=1.18\ \mathrm{nm^{-1}}$. Along $[100]$ this gives $\beta=0.115\times1.18/(2\times0.144)\approx0.47$ and an envelope $r^{-0.53}e^{-\kappa r}$. Its logarithmic slope at 50 nm is $0.115+0.53/50\approx0.126\ \mathrm{nm^{-1}}$, about 9% above $\kappa$. A rate read from a finite interval is therefore not yet the limiting rate, even if (14) holds there. At 50 nm it does not yet hold well: for the Coulomb ground state of the spherically averaged model with these parameters (level near 9 meV), the slope of the amplitude is about 19% above $\kappa$ where (14) gives 10%, and the two values are still 2.9% and 2.5% at 200 nm.

Whether the leading term holds at such distances is a separate question. For the zero-range Green function along $[100]$, the full trace divided by the leading trace is $0.13$ at 30 nm, $0.72$ at 60 nm and $0.89$ at 120 nm. The leading term is useless for the trace at 30 nm, although this is already 3.5 decay lengths. The deficit is a cancellation between spinor components, so these ratios are not ratios of densities. On this axis $G$ is diagonal in $m$. In units of the leading term, the $m=\pm\tfrac12$ element is $1.04$, $1.05$ and $1.03$ at the three distances. The $m=\pm\tfrac32$ element, zero in (7), is $-0.91$, $-0.33$ and $-0.15$; relative to the leading term it falls only about as $1/r$, not with the heavy-hole length of 4.2 nm. For a zero-range source summed over the quartet, the density ratio of $[111]$ to $[100]$ at 50 nm is 5.6 from (7) and 9.4 from the full $G$. Neither (7) nor the factor 2.05 is a quantitative prediction for 30 to 50 nm.

### What the four-band model leaves out

The split-off band lies 0.29 eV deeper. It is included by using the six-band Hamiltonian $T(\mathbf k)+\Delta P_{\rm so}$, where $T$ is quadratic, $P_{\rm so}$ projects on the split-off doublet at $\mathbf k=0$, and $\Delta$ is the splitting in the scaled units. The orbital elements of $T$ are, without summation,

$$
T_{ii}=\tfrac12(\gamma_1-2\gamma_2)k^2+3\gamma_2k_i^2,\qquad T_{ij}=3\gamma_3k_ik_j\quad(i\ne j),
$$

each multiplied by the unit matrix in spin. The Hermitian part in (2) becomes $T(\mathbf k)+E-[T(\mathbf q)-\Delta P_{\rm so}]$, so the inner surface is

$$
\lambda_{\max}[T(\mathbf q)-\Delta P_{\rm so}]=E .
$$

For non-negative $T$ the largest eigenvalue is again a maximum of convex functions, and the tube and axis arguments carry over. With the germanium parameters, the lowest eigenvalue of $T$ was positive in all 3000 directions sampled; the margin is narrow, with a minimum of $\tfrac12(\gamma_1+\gamma_2-3\gamma_3)k^2=0.25k^2$ along $[110]$. The split-off band lowers $\kappa$ by 0.5% along $[100]$ and 0.8% along $[111]$, at fixed $E$.

Coupling to conduction bands is also folded into the $\gamma$ parameters at the band edge. For a level in the gap, each energy denominator $E_n$ shrinks to $E_n-E$. Along $[100]$ the light-hole coefficient 21.8 is the coupling sum minus one for the free-electron term. If all the coupling is assigned to conduction bands at least 0.9 eV above the valence edge, the relative reduction of $\kappa$ is roughly

$$
\frac12\left(1+\frac1{21.8}\right)\frac{0.011}{0.9-0.011}\approx0.65\% .
$$

At imaginary wavevector the free-electron kinetic term lowers the denominator by a further 0.5 meV and raises this estimate to about 0.68%.

Shallow acceptors in germanium have levels of roughly the size used here, so the input is not far from a typical real case. Real doped crystals break the assumption of an isolated centre. At $10^{15}\ \mathrm{cm^{-3}}$ the spacing $n^{-1/3}$ is 100 nm, but for randomly placed dopants the mean nearest-neighbour distance is only 55 nm, and about 40% of the acceptors have a neighbour within 50 nm. If a neighbour at 100 nm is ionized, its potential midway differs from that at the first acceptor by $(1.44/16)(1/50-1/100)\ \mathrm{eV}=0.9$ meV. It attracts the hole and lowers the local rate by about $0.9/(2\times11)\approx4\%$, or 5% when the 1.8 meV of the acceptor's own field is included, comparable with the whole difference between the axes. An ionized neighbour at 55 nm lowers the midway rate by about 11%. These estimates treat the empty acceptor as a fixed charge: they leave out the compensating donor, and they assume that random fields keep the hole on one centre, although the empty acceptor has a level at nearly the same energy. Neutral neighbours matter too: at this density a point 50 nm from one acceptor has, with the same probability of about 40%, another acceptor nearer to it, whose density then dominates. A comparison of directions at such distances therefore needs a well-isolated acceptor, as well as low compensation or a known charge environment. At 4.2 K the thermal energy is 0.36 meV, small against the 11 meV level. The chemical species of the acceptor enters this theory through $E$ and $\mathbf C(\mathbf n)$; the shape of the light-hole surface belongs to the host.

## Calculated quantities

```
MODEL gamma1, gamma2, gamma3: (10.0, 1.5, 4.5)  direction [5 2 1], E = 1
kappa, stationary point (sqrt E units): 0.368161
kappa, eigenvalue minimization: 0.368161
kappa, Green function slope: 0.367860
kappa, radial rule k = i q n: 0.350055
angle between q* and n: 16.18 deg
G/leading term at kappa r = 30, 60, 120: [0.8074 0.9113 0.9572]
same ratio extrapolated to infinite r: 0.99891
Coulomb residual at kappa r = 1e3, 1e4: 0.00217, 0.00035
Coulomb residual without the power, 1e4: 0.9996
GERMANIUM gamma1, gamma2, gamma3 (rough): (13.4, 4.2, 5.7)
E = 11.0 meV, eps_r = 16, split-off = 0.29 eV, direct gap = 0.9 eV
hbar^2/m0 = 0.07620 eV nm^2, e^2/(4 pi eps0) = 1.4400 eV nm
[100] kappa = 0.11508 1/nm, length 1/kappa = 8.689 nm
[100] beta = 0.4708, power of r in psi = -0.5292
[100] slope -dln(psi)/dr at 50 nm = 0.12567 1/nm
[100] kappa change by split-off band = -0.544 %
[110] kappa = 0.10939 1/nm, length 1/kappa = 9.142 nm
[110] beta = 0.4475, power of r in psi = -0.5525
[110] slope -dln(psi)/dr at 50 nm = 0.12044 1/nm
[110] kappa change by split-off band = -0.696 %
[111] kappa = 0.10790 1/nm, length 1/kappa = 9.268 nm
[111] beta = 0.4414, power of r in psi = -0.5586
[111] slope -dln(psi)/dr at 50 nm = 0.11907 1/nm
[111] kappa change by split-off band = -0.767 %
kappa[100]/kappa[111] - 1 = 6.66 %
density ratio [111]/[100] at 50 nm, exponentials only = 2.051
heavy-hole length along [100] = 4.162 nm
largest error of radial rule in kappa = 0.597 %
direction of largest error: [0.905 0.317 0.285]
[100] zero-range G/leading term at 30 nm = 0.1284
[100] zero-range G/leading term at 60 nm = 0.7225
[100] zero-range G/leading term at 120 nm = 0.8873
conduction-band coupling lowers kappa by at most about 0.65 %
acceptor density 1e+15 cm^-3, mean spacing 100.0 nm
ionized neighbour: potential change at 50 nm = 0.900 meV
ionized neighbour: local kappa change = 4.09 %
thermal energy at 4.2 K = 0.362 meV
```
